# Disk-Averaged Screening and the Mass Dependence of Two-Dimensional Exciton Binding

To turn the optical onset of a two-dimensional channel material into a transport gap, one adds the exciton binding energy. Before computing it, one must decide where to spend the effort: on accurate effective masses, or on the sheet polarizability. If the binding hardly depends on the reduced mass, a rough mass suffices. The theorem below proves such insensitivity at strong screening, for a model with an averaged dielectric function. The propositions after it show how much of it survives in the screened potential that was averaged.

## Setting and conventions

Hartree atomic units are used: $\hbar=e=m_e=1$, and a charge density $\rho$ produces a potential $\Phi$ with $\nabla^2\Phi=-4\pi\rho$. The assumptions are as follows.

1. Electron and hole have isotropic parabolic bands, with reduced mass $\mu$. Exchange between them is neglected.
2. They move in an infinitely thin, free-standing sheet. An in-plane field $\mathbf E$ induces the dipole moment per area $\alpha\mathbf E$, with $\alpha>0$ a length.
3. The response is static and linear.

Define $r_0=2\pi\alpha$ and the dimensionless number $g=\mu r_0$. Binding energies are positive and measured from the free-pair threshold. If the optical onset is the lowest bright exciton of a direct gap, then $E_{\rm gap}=E_{\rm opt}+E_b$. This is the gap of the optically allowed transition. It is the transport gap only if no spin- or momentum-forbidden pair of band edges lies lower.

## Two lemmas

**Lemma 1 (screening).** The sheet has the dielectric function $\varepsilon(q)=1+r_0q$.

*Proof.* Let the total sheet charge be $\sigma e^{i\mathbf q\cdot\mathbf r}$. Away from the sheet $\nabla^2\Phi=0$, so the decaying solution is $\Phi=\varphi\,e^{i\mathbf q\cdot\mathbf r}e^{-q|z|}$. The jump of $\partial_z\Phi$ across the sheet is $-2q\varphi$ and must equal $-4\pi\sigma$. Hence $\varphi=2\pi\sigma/q$.

The polarization is $\mathbf P=-\alpha\nabla\Phi$, and its charge is $-\nabla\cdot\mathbf P=\alpha\nabla^2\Phi$, with in-plane derivatives. Its amplitude is $-\alpha q^2\varphi$. With external amplitude $\sigma_{\rm ext}$,

$$\varphi=\frac{2\pi}{q}\left(\sigma_{\rm ext}-\alpha q^2\varphi\right)
\quad\Rightarrow\quad
\varphi\,(1+2\pi\alpha q)=\frac{2\pi}{q}\sigma_{\rm ext}.$$

The factor on the left divides the bare potential and is therefore $\varepsilon(q)$. ∎

Long waves are unscreened, because field lines pass through the vacuum; short waves are screened strongly. No single dielectric constant describes the sheet, and the size of the exciton decides which wave numbers matter.

**Lemma 2 (two-dimensional hydrogen).** For the potential energy $-1/(\varepsilon r)$ with constant $\varepsilon$, the ground state is $\psi\propto e^{-r/a}$, with

$$a=\frac{\varepsilon}{2\mu},\qquad E_b=\frac{2\mu}{\varepsilon^2},\qquad \langle r\rangle=a.$$

*Proof.* In two dimensions $\nabla^2\psi=\psi''+\psi'/r=\left(1/a^2-1/(ar)\right)\psi$. Therefore

$$H\psi=\left[-\frac1{2\mu a^2}+\frac1r\left(\frac1{2\mu a}-\frac1\varepsilon\right)\right]\psi .$$

The bracket is constant when $a=\varepsilon/(2\mu)$. The energy is then $-1/(2\mu a^2)=-2\mu/\varepsilon^2$. The function has no node, so it is the ground state. Since $\int_0^\infty2\pi r\,e^{-2r/a}dr=\pi a^2/2$, the normalized radial density is $(4r/a^2)e^{-2r/a}$, and $\langle r\rangle=(4/a^2)\cdot2(a/2)^3=a$. ∎

## The theorem for averaged screening

The model replaces $\varepsilon(q)$ by its mean over the momentum disk $q<1/a$, which contains three quarters of the momentum distribution of the state $e^{-r/a}$. The edge $1/a$ is a choice of scale, not a sharp limit: in that state more than half of the unscreened Coulomb energy comes from larger wave numbers. The radius must in turn be the one that the mean produces.

**Theorem.** Under assumptions 1–3 and this averaging rule there is one self-consistent positive dielectric constant,

$$\varepsilon=\frac12\left(1+\sqrt{1+\frac{32\pi\alpha\mu}{3}}\right),$$

and the binding energy is

$$E_b=\frac{2\mu}{\varepsilon^2}=\frac{3}{4\pi\alpha}\left(1-\frac1\varepsilon\right),
\qquad
\frac{d\ln E_b}{d\ln\mu}=\frac1{2\varepsilon-1}.$$

For $\alpha\mu\gg1$ the binding tends to $3/(4\pi\alpha)$, which does not contain $\mu$.

*Proof.* The disk has area $\pi/a^2$, so the mean is

$$\varepsilon=\frac{a^2}{\pi}\int_0^{1/a}2\pi q\,(1+r_0q)\,dq
=2a^2\left(\frac1{2a^2}+\frac{r_0}{3a^3}\right)=1+\frac{2r_0}{3a}.$$

Inserting $a=\varepsilon/(2\mu)$ gives

$$\varepsilon=1+\frac{4g}{3\varepsilon}
\quad\Rightarrow\quad \varepsilon^2-\varepsilon-\frac{4g}3=0 .$$

The product of the roots is negative, so one root is positive. It is $\frac12\left(1+\sqrt{1+16g/3}\right)$, and $16g/3=32\pi\alpha\mu/3$.

The quadratic also gives $\mu=3\varepsilon(\varepsilon-1)/(4r_0)$. Substitution in Lemma 2 yields

$$E_b=\frac{2}{\varepsilon^2}\,\frac{3\varepsilon(\varepsilon-1)}{4r_0}
=\frac3{2r_0}\left(1-\frac1\varepsilon\right),$$

and $3/(2r_0)=3/(4\pi\alpha)$.

For the derivative, vary $\mu$ at fixed $\alpha$ in the quadratic:

$$(2\varepsilon-1)\,d\varepsilon=\frac{4g}{3}\,d\ln\mu=\varepsilon(\varepsilon-1)\,d\ln\mu .$$

From $E_b\propto(\varepsilon-1)/\varepsilon$ it follows that $d\ln E_b=d\varepsilon/[\varepsilon(\varepsilon-1)]$. Dividing by $d\ln\mu$ gives $1/(2\varepsilon-1)$. As $g\to\infty$, $\varepsilon\to\infty$, which proves the limit. ∎

**Remark 1 (mechanism).** For large $g$, $\varepsilon\simeq\sqrt{4g/3}$ and $a\simeq\sqrt{r_0/(3\mu)}$. A heavier pair contracts, reaches larger wave numbers and is screened more. In $2\mu/\varepsilon^2$ the growth of $\varepsilon^2$ then cancels that of $\mu$. The approach is slow: the relative shortfall from the plateau is $1/\varepsilon\simeq\sqrt{3/(4g)}$.

**Remark 2 (weak screening).** For $g\ll1$, $\varepsilon\simeq1+4g/3$ and $E_b\simeq2\mu(1-8g/3)$. The binding is then proportional to the mass, and the sensitivity tends to 1.

First-order perturbation theory in the actual screening gives a different coefficient. The change of the attractive potential in Fourier space is

$$-\frac{2\pi}{q}\left(\frac1{1+r_0q}-1\right)=\frac{2\pi r_0}{1+r_0q}\simeq2\pi r_0 ,$$

a contact repulsion. Its mean in the unscreened state, where $|\psi(0)|^2=2/(\pi a^2)$ and $a=1/(2\mu)$, is $4r_0/a^2=16\mu^2r_0$. Thus $E_b\simeq2\mu(1-8g)$, and the model binds too strongly in this regime. This first-order form needs very small $g$: in the full potential $(1-E_b/2\mu)/g$ is 7.7 at $g=10^{-3}$, 6.5 at $g=10^{-2}$ and 3.3 at $g=0.1$.

**Remark 3 (the prefactor is a convention).** If the disk ends at $c/a$, the mean is $1+2cr_0/(3a)$. The same algebra gives $\varepsilon^2-\varepsilon-4cg/3=0$ and

$$E_b=\frac3{2c\,r_0}\left(1-\frac1\varepsilon\right).$$

Averaging $1/\varepsilon(q)$ over the original disk is another possibility. For $r_0\gg a$,

$$\frac1\varepsilon=2a^2\int_0^{1/a}\frac{q\,dq}{1+r_0q}\simeq\frac{2a}{r_0}.$$

With $a=\varepsilon/(2\mu)$ this means $\varepsilon^2=g$, hence $E_b=2/r_0$. Each rule gives a mass-free plateau, but the heights differ. The height is thus not a property of the sheet alone.

## What the unaveraged potential says

**Lemma 3.** The screened electron–hole potential energy is $V(r)=-F(r/r_0)/r_0$, with

$$F(x)=\int_0^\infty\frac{J_0(kx)}{1+k}\,dk=\int_0^\infty\frac{e^{-xt}}{\sqrt{1+t^2}}\,dt .$$

For all $x>0$, with Euler's constant $\gamma$,

$$0<-xF'(x)<1,\qquad F(x)>\ln\frac2x-\gamma .$$

For small $x$, $F(x)=\ln(2/x)-\gamma+x$ up to smaller terms.

*Proof.* The inverse Fourier transform of $-(2\pi/q)/(1+r_0q)$ contains the angular integral $2\pi J_0(qr)$, so $V=-\int_0^\infty J_0(qr)/(1+r_0q)\,dq$. Setting $k=r_0q$ gives the first form of $F$.

Next write $1/(1+k)=\int_0^\infty e^{-s(1+k)}ds$. Since $J_0(kx)$ is the angular mean of $e^{ikx\cos\theta}$, the integral $\int_0^\infty e^{-sk}J_0(kx)\,dk$ is the mean of $s/(s^2+x^2\cos^2\theta)$, which equals $1/\sqrt{s^2+x^2}$. Substituting $s=xt$ gives the second form.

Differentiation gives $-xF'=\int_0^\infty xe^{-xt}\,t/\sqrt{1+t^2}\,dt$. The fraction lies between 0 and 1, and $\int_0^\infty xe^{-xt}dt=1$. This proves the first inequality.

Integrating the second form by parts and setting $u=xt$,

$$F(x)=\int_0^\infty e^{-u}\ln\frac{u+\sqrt{u^2+x^2}}{x}\,du
>\int_0^\infty e^{-u}\ln\frac{2u}{x}\,du=\ln\frac2x-\gamma .$$

The difference between the two integrals comes from $u\sim x$ when $x$ is small. With $u=xw$ and $e^{-u}\to1$ it becomes $x\int_0^\infty[\operatorname{arsinh}w-\ln(2w)]dw$. An antiderivative is $w\operatorname{arsinh}w-\sqrt{1+w^2}-w\ln(2w)+w$, which runs from $-1$ to 0. The difference is therefore $x$ to leading order. ∎

At large $x$, the second form gives $F\simeq1/x$, the bare Coulomb tail. A sufficiently wide exponential trial state has kinetic energy of order $1/a^2$ and potential energy of order $-1/a$, so a bound state exists. Let $B$ be the binding energy of the ground state in $V$.

**Proposition 1 (mass dependence in the full potential).** At fixed $\alpha$,

$$0<\frac{dB}{d\ln\mu}<\frac1{2r_0},\qquad
B>\frac1{r_0}\left[\frac12\ln(16g)-\frac32\right].$$

*Proof.* In $H=T+V$ only $T\propto1/\mu$ contains the mass. The Hellmann–Feynman theorem gives $dE/d\mu=-\langle T\rangle/\mu$, so $dB/d\ln\mu=\langle T\rangle$.

Now stretch the ground state to $\lambda\psi(\lambda\mathbf r)$. Its energy is $\lambda^2\langle T\rangle+\langle V(r/\lambda)\rangle$ and is stationary at $\lambda=1$. Hence $2\langle T\rangle=\langle rV'\rangle$. By Lemma 3, $rV'=-xF'(x)/r_0$ lies between 0 and $1/r_0$, which gives the first statement.

For the second, Lemma 3 gives $V<\left[\ln(r/2r_0)+\gamma\right]/r_0$. Take the trial state $e^{-r/a}$ with $a$ free. Its kinetic energy is $1/(2\mu a^2)$, because $|\nabla\psi|^2=\psi^2/a^2$. With $u=2r/a$,

$$\langle\ln r\rangle=\int_0^\infty ue^{-u}\left(\ln\frac a2+\ln u\right)du=\ln\frac a2+1-\gamma .$$

The ground-state energy therefore satisfies

$$-B<\frac1{2\mu a^2}+\frac1{r_0}\left[\ln\frac a{4r_0}+1\right].$$

The right side is smallest where $-1/(\mu a^3)+1/(r_0a)=0$, that is, $a^2=r_0/\mu$. There the first term is $1/(2r_0)$ and the logarithm is $-\frac12\ln(16g)$. ∎

**Remark 4 (which mass independence is true).** The product $Br_0$ grows without limit as $g$ grows, so $3/(4\pi\alpha)$ is not the asymptote of the full problem. Dividing the two bounds, however, gives

$$\frac{d\ln B}{d\ln\mu}<\frac1{\ln(16g)-3}\qquad(16g>e^3).$$

At fixed mass and $\alpha\to\infty$, the relative sensitivity vanishes, and the bindings for two fixed masses approach a ratio of 1. It does so logarithmically, whereas the model sensitivity falls as $g^{-1/2}$.

**Proposition 2 (strong screening).** Let $e_0$ be the lowest eigenvalue of $-\nabla_y^2+\ln y$ in two dimensions, and $\langle y\rangle$ the mean radius in that state. For $g\gg1$, through the first correction,

$$Br_0\simeq\frac12\ln(8g)-\gamma-e_0+\frac{\langle y\rangle}{\sqrt{2g}} .$$

*Derivation.* Set $r=sy$ with $s^2=r_0/(2\mu)$, so that $1/(2\mu s^2)=1/r_0$. The logarithmic part of $V$ gives

$$r_0H=-\nabla_y^2+\ln y+\ln\frac{s}{2r_0}+\gamma,\qquad
\ln\frac s{2r_0}=-\frac12\ln(8g).$$

The next term of Lemma 3 adds $-r/r_0$ to $r_0V$. In first order it raises the binding by $\langle r\rangle/r_0=s\langle y\rangle/r_0=\langle y\rangle/\sqrt{2g}$. The expansion is consistent because $s/r_0=1/\sqrt{2g}$ is small. ∎

Numerically, $e_0=0.5265$ and $\langle y\rangle=1.265$.

**Remark 5 (where the model loses the logarithm).** In a logarithmic potential $rV'=1/r_0$, so the kinetic energy is $1/(2r_0)$ for every mass. This constant is the slope $dB/d\ln\mu$ and produces the logarithm. The model instead uses a new Coulomb potential for each mass. For a fixed wave function, raising $\mu$ lowers the kinetic energy, which favours binding, but the model also weakens the assumed attraction. In the limit the two effects cancel in $E_b$.

## A worked case

Take the round model parameters $\alpha=12$ bohr and $\mu=0.25$. Then $r_0=2\pi\cdot12=75.40$ bohr and $g=0.25\cdot75.40=18.85$. The theorem gives

$$\varepsilon=\frac12\left(1+\sqrt{1+\frac{16\cdot18.85}{3}}\right)=5.538,\qquad
a=\frac{5.538}{0.5}=11.08\ \text{bohr},$$

$$E_b=\frac{0.5}{5.538^2}=0.01630\ \text{hartree}=0.444\ \text{eV}.$$

The plateau is $1.5/75.40=0.01989$ hartree, or 0.541 eV. The model binding lies below it by the fraction $1/\varepsilon=0.18$, so even here the limiting formula is not yet accurate for the model itself.

Numerical solution with the full potential gives $B=0.02098$ hartree, or 0.571 eV. Relative to this value, the model is 22% low. The bare plateau is only 5% low, but this closeness belongs to the chosen $g$: the plateau corresponds to $Br_0=1.5$, while the full result rises from 1.32 at $g=10$ to 2.32 at $g=100$. Proposition 2 gives $2.508-0.577-0.527+0.206=1.61$, against the computed $0.02098\cdot75.40=1.58$.

The mean radius in the full potential is 17.06 bohr, larger than the model's 11.08 bohr. The strong-screening formulas predict this ratio: $1.265\sqrt{r_0/(2\mu)}$ divided by $\sqrt{r_0/(3\mu)}$ is 1.55, and the computed ratio is 1.54. The closeness owes something to cancellation: at this $g$ each of the two limiting formulas is by itself about 9% below the radius it approximates.

For a chosen optical onset of 2.00 eV, the transport gap is 2.44 eV in the model and 2.57 eV with the full potential. The second value is the reference within assumptions 1–3, not a prediction for a particular material.

At the same $\alpha$, the mass matters as follows.

| $\mu$ | model $E_b$ (eV) | full $B$ (eV) |
|---|---|---|
| 0.1 | 0.3954 | 0.4378 |
| 0.2 | 0.4333 | 0.5375 |
| 0.4 | 0.4625 | 0.6435 |
| 0.8 | 0.4843 | 0.7544 |

An eightfold mass raises the model binding by 22% and the full binding by 72%. Proposition 1 limits the gain per doubling to $\ln2/(2r_0)$. Since $3/(2r_0)=0.541$ eV, this limit is $0.693\cdot0.541/3=0.125$ eV; the full column gains 0.10 to 0.11 eV per doubling.

Larger polarizability helps slowly. Doubling $\mu$ from 0.25 to 0.50 raises the full binding by 19% at $\alpha=12$ bohr and still by 7% at 12000 bohr. In the model the corresponding increases are 6% and 0.2%.

## Consequences for the calculation

Because $Br_0$ depends on $\mu$ and $r_0$ through $g$ alone, the two sensitivities are linked:

$$\frac{\partial\ln B}{\partial\ln\alpha}=-1+\frac{\partial\ln B}{\partial\ln\mu}.$$

In the worked case the mass sensitivity is 0.265, so that for polarizability is $-0.735$. To first order, a 10% error in $\mu$ changes the binding by 2.7%, about 0.015 eV; a 10% error in $\alpha$ changes it by 7.3%, about 0.04 eV. For equal relative errors the polarizability therefore deserves the greater effort in this case, but a mass wrong by a factor of two is not harmless. The model would suggest otherwise, since its mass sensitivity is 0.099.

The closed formula suits a quick estimate near $g=3.9$, where it agrees with the full potential. At the computed values of $g$, it binds too strongly at $g=1$ and too weakly from $g=10$ upward. For a free-standing sheet like the one above, a gap needed to better than about 0.1 eV calls for solving the radial equation with $V$. For a channel on an oxide, $V$ must first be changed as described below.

The thin-sheet description has its own limit. The linear form of $\varepsilon(q)$ requires wavelengths long compared with the layer thickness. The worked case, with radii of 11 to 17 bohr, is at the edge of this condition for a layer about 12 bohr thick. Replace the sheet by an isotropic slab of thickness $d=12$ bohr with $(\varepsilon_{\rm slab}-1)d/2=r_0$. The binding at $\mu=0.25$ is then 0.54 eV for charges spread evenly over the thickness and 0.58 eV for charges at the centre, against 0.571 eV for the sheet. At $\mu=0.8$ the values are 0.71 and 0.84 eV, against 0.754 eV. Raising $g$ through the mass shrinks the exciton as $\mu^{-1/2}$ and eventually violates this condition; raising it through $\alpha$ at fixed layer thickness enlarges the exciton as $\alpha^{1/2}$. Within the assumptions, strong screening is therefore approached through large polarizability at fixed mass, not through large mass. A real material may not offer this route. In a two-band massive Dirac model with fixed velocity, a smaller gap raises $\alpha$ and lowers $\mu$ in the same proportion, so $g$ does not change. This holds while the gap is small compared with the band width. On a gapped honeycomb lattice with hopping 1.25 eV, $g$ rises from 4.4 at a 2 eV gap and saturates at the cone value 5.8 as the gap closes. A substrate of dielectric constant $\kappa$ filling one side changes the jump condition of Lemma 1 from $2q\varphi$ to $(1+\kappa)q\varphi$, so that $\varepsilon(q)=(1+\kappa)/2+r_0q$. The added constant is the same for every $q$ and matters most, relative to $\varepsilon(q)$, at small $q$. It lowers the binding. With $\bar\varepsilon=(1+\kappa)/2$ the potential becomes $V=-F(\bar\varepsilon r/r_0)/r_0$. Both $E_br_0$ in the model and $Br_0$ in the full potential are then the free-standing results with $g$ replaced by $g/\bar\varepsilon^2$. The surroundings thus move the pair toward weak screening, where the mass matters more. For the worked sheet the binding and mass sensitivity are 0.32 eV and 0.38 at $\kappa=3.9$, and 0.07 eV and 0.68 at $\kappa=20$. Below $g/\bar\varepsilon^2\approx0.83$ the mass sensitivity exceeds one half, and the mass, not the polarizability, deserves the greater effort. The choice of $\kappa$ matters for polar oxides, whose static constant includes the response of the lattice. If the binding is much larger than the oxide's phonon energies, the lattice cannot follow the internal motion of the pair, and the electronic (high-frequency) constant is the better choice. If the two energies are comparable, no single $\kappa$ is reliable. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
polarizability alpha = 12.0 bohr
reduced mass mu = 0.25 electron masses
screening length r0 = 75.398 bohr
g = mu r0 = 18.850 (dimensionless)
self-consistent eps = 5.5381 (dimensionless)
model radius a = 11.076 bohr
mean radius, full potential = 17.055 bohr
model binding = 0.016302 hartree
model binding = 0.4436 eV
plateau 3/(4 pi alpha) = 0.019894 hartree
plateau 3/(4 pi alpha) = 0.5414 eV
full-potential binding = 0.020984 hartree
full-potential binding = 0.5710 eV
model/full binding ratio = 0.7769
model sensitivity dlnE/dlnmu = 0.0992
full sensitivity dlnE/dlnmu = 0.2653
chosen optical onset = 2.00 eV
transport gap, model = 2.4436 eV
transport gap, full = 2.5710 eV
alpha = 12 bohr: mu (m_e), model E_b (eV), full E_b (eV)
  0.1  0.3954  0.4378
  0.2  0.4333  0.5375
  0.4  0.4625  0.6435
  0.8  0.4843  0.7544
E_b(mu=0.50)/E_b(mu=0.25): alpha (bohr), model, full
  12  1.0599  1.1886
  120  1.0186  1.1259
  1200  1.0059  1.0914
  12000  1.0018  1.0709
E_b r0 (dimensionless): g, model, full, rigorous lower bound
  1  0.6469  0.5495  -0.1137
  10  1.1416  1.3233  1.0376
  100  1.3756  2.3210  2.1889
  1000  1.4595  3.4172  3.3402
  10000  1.4871  4.5500  4.4915
model equals full potential at g = 3.904
E_b r0 at that g = 0.9710
lowest eigenvalue e0 of -Laplacian + ln y = 0.52651
mean y in that state = 1.2647
plateau of E_b r0 for disk edge 2/a = 0.7499
```
